# The Dyson equation for structural Green functions and its closure on perturbed sites

**Theorem.** Let a host and a perturbed system have scatterers at the same centres \(\mathbf R_n\), with single-site scattering matrices \(t_0^n\) and \(t^n\). Let \(G_0\) and \(G\) be their structural Green functions at the same energy, with the same energy zero and the same angular-momentum set. If \(1-gt_0\) and \(1-gt\) are invertible, where \(g\) contains the free-space structure constants, then

\[
G=G_0+G_0\,\Delta t\,G,\qquad \Delta t=t-t_0. \tag{1}
\]

If \(\Delta t^n=0\) outside a finite set of sites \(C\), the block of \(G\) on \(C\) obeys an equation of its own,

\[
G_{CC}=(1-G_{0,CC}\,\Delta t_C)^{-1}G_{0,CC}, \tag{2}
\]

and every other block follows by multiplication:

\[
G^{nn'}=G_0^{nn'}+\sum_{m,m'\in C}G_0^{nm}\,T_C^{mm'}\,G_0^{m'n'},\qquad
T_C=\Delta t_C+\Delta t_C\,G_{CC}\,\Delta t_C. \tag{3}
\]

The closure concerns the unknowns. The Green function itself changes outside \(C\) as well, as (3) shows.

## Setting and assumptions

Units are \(\hbar^2/2m=1\), with energies in Ry and lengths in bohr. The Hamiltonian is \(H=-\nabla^2+\sum_nV^n(\mathbf r-\mathbf R_n)\), and \((E-H)G(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')\) defines the full Green function. We take \(\mathrm{Im}\,E>0\) and \(\kappa=\sqrt E\) with \(\mathrm{Im}\,\kappa>0\), so that outgoing waves decay. Each \(V^n\) is real, local and contained in a sphere about \(\mathbf R_n\); these spheres neither overlap nor touch. Below, \(\mathbf r\) and \(\mathbf r'\) are measured from the centres of the spheres in which they lie.

Matrices carry a site index and an angular index \(L\); \(t\) is diagonal in the site. In three dimensions \(L=(l,m)\), with real spherical harmonics. In one dimension \(L\) is the parity, even or odd, and these two channels are complete.

## Lemma 1: free waves and structure constants

There are regular free waves \(J_L\) and outgoing free waves \(H_L\) such that

\[
G_{\rm free}(\mathbf r,\mathbf r')=\sum_LH_L(\mathbf r)J_L(\mathbf r'),\qquad |\mathbf r|>|\mathbf r'|. \tag{4}
\]

*Proof in three dimensions.* For \(|\mathbf r|>|\mathbf r'|\), \(G_{\rm free}\) is outgoing in \(\mathbf r\) and regular in \(\mathbf r'\). By rotational invariance it is therefore \(\sum_LA_l\,h_l(\kappa r)j_l(\kappa r')Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')\), with \(h_l=j_l+iy_l\). The delta function requires the radial derivative to jump by \(1/r^2\) at \(r=r'\), so \(A_l\kappa\,(j_lh_l'-j_l'h_l)=1/r^2\). The Wronskian in brackets is \(i/(\kappa r)^2\), hence \(A_l=-i\kappa\). Thus \(J_L=j_lY_L\) and \(H_L=-i\kappa h_lY_L\).

*Proof in one dimension.* \(G_{\rm free}=e^{i\kappa|x-x'|}/(2i\kappa)\). For \(|x|>|x'|\) and \(s=\mathrm{sgn}\,x\), we have \(|x-x'|=|x|-sx'\), so

\[
G_{\rm free}=\frac{e^{i\kappa|x|}}{2i\kappa}\,(\cos\kappa x'-is\sin\kappa x').
\]

This gives \(J=(\cos\kappa x,\ \sin\kappa x)\) and \(H=\dfrac{e^{i\kappa|x|}}{2i\kappa}(1,\,-is)\). ∎

An outgoing wave centred at \(\mathbf R_{n'}\) is a regular free solution near another centre \(\mathbf R_n\). It can therefore be expanded there in regular waves. With \(\mathbf X=\mathbf R_n-\mathbf R_{n'}\),

\[
H_{L'}(\mathbf r+\mathbf X)=\sum_LJ_L(\mathbf r)\,g^{nn'}_{LL'},\qquad |\mathbf r|<|\mathbf X|, \tag{5}
\]

which defines \(g\) for \(n\ne n'\); we set \(g^{nn}=0\). When (5) is summed over waves leaving a sphere of radius \(S'\), the double sum converges for \(|\mathbf r|+S'<|\mathbf X|\). Separated spheres guarantee this.

In one dimension, put \(S=\mathrm{sgn}\,X\). Then \(|x+X|=|X|+Sx\), and the even wave becomes \(e^{i\kappa|X|}(\cos\kappa x+iS\sin\kappa x)/(2i\kappa)\). The odd wave is \(-iS\) times this. The two columns of \(g\) follow:

\[
g(X)=\frac{e^{i\kappa|X|}}{2i\kappa}\begin{pmatrix}1&-iS\\ iS&1\end{pmatrix}. \tag{6}
\]

## Lemma 2: one scatterer

Let \(R_L\) be the solution produced by an incident wave \(J_L\) on a single potential \(V\), written in operator form as \(R_L=J_L+G_{\rm free}VR_L\). Outside the potential, (4) gives

\[
R_L=J_L+\sum_{L'}H_{L'}\,t_{L'L},\qquad t_{L'L}=\int J_{L'}VR_L. \tag{7}
\]

Let \(G_s\) be the Green function of this single scatterer. For \(\mathbf r\) outside the potential and \(|\mathbf r|>|\mathbf r'|\),

\[
G_s(\mathbf r,\mathbf r')=\sum_LH_L(\mathbf r)R_L(\mathbf r'). \tag{8}
\]

*Proof.* Insert (4) into \(G_s=G_{\rm free}+G_{\rm free}VG_s\). The factor multiplying \(H_L(\mathbf r)\) is

\[
J_L(\mathbf r')+\int J_L(\mathbf x)V(\mathbf x)G_s(\mathbf x,\mathbf r')\,d\mathbf x .
\]

Since \(V\) is real and local, \(H\) can be moved from one factor to the other under an integral without complex conjugation; surface terms vanish because \(G_s\) decays. Applied to \(\int G_s(\mathbf x,\mathbf r)(E-H)G_s(\mathbf x,\mathbf r')d\mathbf x\), this gives \(G_s(\mathbf r',\mathbf r)=G_s(\mathbf r,\mathbf r')\). The factor is therefore \((J_L+G_sVJ_L)(\mathbf r')\). This function is \(R_L\), because

\[
G_{\rm free}V(J_L+G_sVJ_L)=(G_{\rm free}+G_{\rm free}VG_s)VJ_L=G_sVJ_L ,
\]

which is the defining equation of \(R_L\). ∎

So a source inside a scatterer sends out the wave \(H_L\) with amplitude \(R_L(\mathbf r')\).

## Lemma 3: many scatterers

Define the structural Green function by

\[
G=g+g\,t\,G,\qquad\text{that is}\qquad G=(1-gt)^{-1}g. \tag{9}
\]

Then, with the complete angular set,

\[
G(\mathbf r+\mathbf R_n,\mathbf r'+\mathbf R_{n'})=\delta_{nn'}G_s^n(\mathbf r,\mathbf r')+\sum_{LL'}R_L^n(\mathbf r)\,G^{nn'}_{LL'}\,R_{L'}^{n'}(\mathbf r'). \tag{10}
\]

*Proof.* Place the source at \(\mathbf r'\) in sphere \(n'\). Let \(c^m\) be the vector of amplitudes of the regular waves incident on site \(m\), apart from the source's own field in sphere \(n'\). By (7), site \(m\) responds with outgoing amplitudes \(t^mc^m\). By (8), site \(n'\) also emits the amplitudes \(R^{n'}(\mathbf r')\). What arrives at site \(n\) comes from the other sites and is re-expanded with (5):

\[
c^n=g^{nn'}R^{n'}(\mathbf r')+\sum_mg^{nm}t^mc^m. \tag{11}
\]

The convention \(g^{nn}=0\) removes self-incidence. When (11) holds, the field just outside \(V^n\) is \(\sum_LR_L^nc_L^n\), plus \(G_s^n\) if \(n=n'\). It continues into \(V^n\) as a solution with the correct source. The pieces thus form one decaying solution of \((E-H)\psi=\delta\). There is no second one: the difference of two would be a square-integrable eigenfunction of a Hermitian \(H\) with complex energy. Equation (11) is solved by \(c^n=G^{nn'}R^{n'}(\mathbf r')\) with \(G\) from (9), and this gives (10). ∎

In three dimensions one cuts the angular set at some \(l_{\max}\). Equation (10) is then approximate, while (9) remains a definite matrix equation. The theorem is a statement about (9), so it holds at any fixed cut-off.

## Proof of the theorem

**Dyson equation.** The host obeys \((1-gt_0)G_0=g\). Subtract \(gt_0G\) from both sides of (9):

\[
(1-gt_0)G=g+g(t-t_0)G=g+g\,\Delta t\,G .
\]

Multiply from the left by \((1-gt_0)^{-1}\) and use \((1-gt_0)^{-1}g=G_0\). The result is (1). No inverse of \(t\) or \(t_0\) has been taken, so a vacancy with \(t^n=0\) is allowed.

**Closure.** Written in site blocks, (1) reads

\[
G^{nn'}=G_0^{nn'}+\sum_{m\in C}G_0^{nm}\,\Delta t^m\,G^{mn'}, \tag{12}
\]

because terms with \(m\notin C\) vanish. Take \(n,n'\in C\). Every \(G\) in the equation then belongs to \(G_{CC}\), so \((1-G_{0,CC}\Delta t_C)G_{CC}=G_{0,CC}\).

The matrix on the left can be inverted. Since \(gt_0+g\Delta t=gt\),

\[
(1-gt_0)(1-G_0\Delta t)=1-gt_0-g\Delta t=1-gt ,
\]

and \(1-G_0\Delta t\) is invertible because the other two matrices are. With the sites of \(C\) listed first and the remaining sites \(O\) second,

\[
1-G_0\Delta t=\begin{pmatrix}1-G_{0,CC}\Delta t_C&0\\-G_{0,OC}\Delta t_C&1\end{pmatrix}.
\]

A matrix of this triangular form, with a finite upper block, is invertible if and only if that block is. This proves (2).

**Remaining blocks.** For \(n\in C\) and arbitrary \(n'\), (12) gives \(G_{Cn'}=(1-G_{0,CC}\Delta t_C)^{-1}G_{0,Cn'}\). Insert this on the right of (12) for arbitrary \(n\). The result has the form (3) with \(T_C=\Delta t_C(1-G_{0,CC}\Delta t_C)^{-1}\). To bring \(T_C\) to the stated form, write \(M=G_{0,CC}\Delta t_C\) and use

\[
(1-M)^{-1}=(1-M)^{-1}\big[(1-M)+M\big]=1+(1-M)^{-1}M=1+G_{CC}\Delta t_C .
\]

Multiplication by \(\Delta t_C\) from the left completes the proof. ∎

## Remarks on scope

**Weak perturbation.** To first order in \(\Delta t\), (3) becomes \(G\approx G_0+G_0\Delta tG_0\): one host propagation to the altered site and one away from it. The inverse in (2) adds repeated returns through the host.

**Choice of \(C\).** Adding unperturbed sites to \(C\) leaves the result unchanged, since their \(\Delta t\) vanishes. Leaving out a perturbed site solves a different problem. In a self-consistent calculation the density changes outside the original defect and alters the potentials there. Cutting \(C\) off is then an approximation, to be checked by enlarging \(C\).

**Displaced atoms.** Moving a centre changes \(g\). The elimination of \(g\) between host and perturbed system then fails, and (1) does not apply as it stands.

**Inside the altered cells.** The full Green function (10) needs the new \(R_L^n\) and \(G_s^n\) on the perturbed sites, as well as the new structural matrix.

## Periodic host

If the host sites form a Bravais lattice and all carry the same \(t_0\), \(G_0^{nn'}\) depends on \(\mathbf R_n-\mathbf R_{n'}\). Define \(g(\mathbf k)=\sum_{\mathbf X\neq0}g(\mathbf X)e^{-i\mathbf k\cdot\mathbf X}\), and \(G_0(\mathbf k)\) likewise with \(\mathbf X=0\) included. The site sum in (9) is a convolution, so \(G_0(\mathbf k)=g(\mathbf k)+g(\mathbf k)t_0G_0(\mathbf k)\). Inverting the Fourier series gives

\[
G_0^{nn'}=\Big\langle e^{i\mathbf k\cdot(\mathbf R_n-\mathbf R_{n'})}\,[1-g(\mathbf k)t_0]^{-1}g(\mathbf k)\Big\rangle_{\rm BZ}, \tag{13}
\]

where the brackets denote the average over the Brillouin zone. For a chain of period \(a\), (6) leads to geometric series. With \(z_\pm=e^{i(\kappa\mp k)a}\),

\[
g(k)=\frac1{2i\kappa}\left[\frac{z_+}{1-z_+}\begin{pmatrix}1&-i\\i&1\end{pmatrix}+\frac{z_-}{1-z_-}\begin{pmatrix}1&i\\-i&1\end{pmatrix}\right].
\]

## Example: two altered wells in an infinite chain

Take square wells of half-width \(b=1\) bohr and depth 1 Ry, with period 4 bohr. The well at site 0 is deepened to 1.8 Ry and that at site 1 is made shallower, 0.6 Ry. The energy is \(E=0.5+0.05i\) Ry.

Inside a well of depth \(v\), the solutions are \(f=\cos px\) and \(f=\sin(px)/p\), with \(p^2=E+v\). Matching logarithmic derivatives at \(x=b\) means \(f'(J+Ht)=f(J'+H't)\), hence

\[
t=\frac{f'J-fJ'}{D},\qquad D=fH'-f'H. \tag{14}
\]

In the even channel this gives \(t_0=-0.70009-0.55359i\) for the host and \(t=-0.70644-0.82272i\) for site 0, in Ry bohr. Thus \(\Delta t=-0.00635-0.26913i\).

Suppose first that site 0 alone were altered. By inversion symmetry the host block \(G_0^{00}\) is diagonal in parity, and its even element is \(0.21743+0.20683i\) in 1/(Ry bohr). Equation (2) becomes a scalar equation:

\[
G_0\Delta t=0.0543-0.0598i,\qquad
\frac{G_0}{1-G_0\Delta t}=\frac{0.2174+0.2068i}{0.9457+0.0598i}=0.243+0.203i .
\]

With both altered wells, the \(4\times4\) system gives \(0.281+0.157i\). The difference is due to the second altered site. Omitting that site from \(C\) gives an error in the whole \(2\times2\) block at site 0 of 29% relative to the norm of the correct block.

The matrix also describes the region outside \(C\). Between \(x=0.5\) bohr in cell \(-3\) and \(x=-0.2\) bohr in cell 4, the full Green function changes from \(-0.051-0.063i\) to \(-0.016-0.077i\) in 1/(Ry bohr). Next to the altered well, at \(x=1.5\) bohr in cell 0, \(-\mathrm{Im}\,G(x,x)/\pi\) falls from 0.357 to 0.311 in 1/(Ry bohr). At \(E=\epsilon+i\eta\) an eigenstate \(\phi\) of energy \(\epsilon'\) contributes \(|\phi(x)|^2/(E-\epsilon')\) to \(G(x,x)\), hence \(|\phi(x)|^2(\eta/\pi)/[(\epsilon-\epsilon')^2+\eta^2]\) to this quantity. It is therefore the local density of states at 0.5 Ry broadened by a Lorentzian of half-width 0.05 Ry.

These values can be tested without multiple scattering. Let \(\psi_\mp\) solve the Schrödinger equation of the altered chain and decay to the left and right respectively. Then

\[
G(x,x')=\frac{\psi_-(x_<)\,\psi_+(x_>)}{\psi_-\psi_+'-\psi_-'\psi_+},
\]

since the derivative must jump by one at \(x=x'\). At six pairs of points, on, between and outside the altered wells, the two routes differ by at most \(1.4\times10^{-15}\) 1/(Ry bohr).

## Impurity levels

The algebra also holds at real energies off the host spectrum, wherever the inverses exist. A bound level appears where (2) becomes singular:

\[
\det(1-G_{0,CC}\,\Delta t_C)=0. \tag{15}
\]

Indeed, let \(v=G_{0,CC}\Delta t_Cv\) with \(v\ne0\), and extend it to all sites by \(c=G_{0,\cdot C}\Delta t_Cv\). Then \(c=G_0\Delta t\,c\). Multiplication by \(1-gt_0\) gives \(c=gtc\), which is (11) without a source. Off the spectrum \(G_0\) decays with distance, so, with the complete angular set, this field is a bound state.

One numerical point needs care. By (14), \(t\) has a pole where \(D=0\), which is a level of the isolated well. The isolated well of site 0 has such a level at \(-1.04728\) Ry, close to the level sought. Multiplying (15) by \(D_L^n/D_L^{\rm host}\) for each altered site and channel removes these poles, because each factor \(D_L^n\) makes one column of the matrix finite. The host denominators do not vanish below the host band: adding further attractive wells to an isolated host well lowers its lowest energy, so the isolated level lies above the band bottom.

The host band begins at \(-0.58085\) Ry. The altered chain also has two levels in the first gap, which runs from \(-0.221\) to \(0.411\) Ry; (15) holds there at \(-0.118\) and \(0.388\) Ry. Below the band the corrected determinant vanishes once, at

\[
E_b=-1.05194\ \text{Ry}=-14.312\ \text{eV}.
\]

This is 0.00466 Ry below the isolated-well level. The sign follows from the same variational argument, since the other wells are attractive. Plane-wave diagonalization of a periodic supercell of 12 wells gives \(-1.051939\) Ry, against \(-1.051940\) Ry from the determinant.

## Three dimensions and the angular cut-off

In three dimensions the angular cut-off, which is absent in the chain, makes the expansion of the physical Green function approximate. At \(E=0.5+0.05i\) Ry, for one pair of points 0.77 and 0.67 bohr from centres 4 bohr apart, the two-centre expansion \(\sum_{LL'}J_L\,g_{LL'}J_{L'}\) of \(G_{\rm free}\), which is (10) with \(t=0\), has errors of \(3.8\times10^{-2}\), \(1.4\times10^{-3}\) and \(6.2\times10^{-5}\), relative to the closed form, for \(l_{\max}=2,4,6\).

The cluster equation at fixed \(l_{\max}\) adds no further error, by the theorem. Consider eight wells of radius 1.5 bohr and depth 1 Ry on a cube of edge 4 bohr, with \(l_{\max}=2\), hence nine channels per site. The energy is again \(E=0.5+0.05i\) Ry. One well is removed, and another, across a face diagonal from it, is deepened to 2 Ry. The full problem has dimension \(8\times9=72\), the cluster problem \(2\times9=18\). Both give \(-0.11771+0.02964i\) in 1/(Ry bohr³) for the \(ss\) element at the vacancy, where the host value is \(-0.11341+0.01502i\). This agreement confirms the closure; it does not show that \(l_{\max}=2\) is converged for the physical Green function. Raising \(l_{\max}\) to 5 moves the two \(ss\) elements to \(-0.11786+0.02943i\) and \(-0.11355+0.01479i\), a shift of about \(3\times10^{-4}\) in each.

## Values computed for the example and the checks

```
lattice constant 4.0 bohr, well half-width 1.0 bohr
well depths: host 1.0, site 0 1.8, site 1 0.6 Ry
energy E = 0.500+0.050j Ry
t host: even -0.70009-0.55359j, odd -0.39316-0.15804j Ry bohr
t site 0: even -0.70644-0.82272j, odd -0.66764-0.69140j Ry bohr
t site 1: even -0.60631-0.32645j, odd -0.21513-0.05287j Ry bohr
unknown block on the cluster: 4 x 4
even-even element at site 0: host 0.217434+0.206834j, perturbed 0.281167+0.156734j 1/(Ry bohr)
G(x+R_n, y+R_m) in 1/(Ry bohr): host | perturbed | direct perturbed
 n=0 x=1.5 m=0 y=0.4: 0.317034-0.453505j | 0.571041-0.501672j | 0.571041-0.501672j
 n=0 x=1.5 m=0 y=1.5: -0.272970-1.121377j | 0.166971-0.976262j | 0.166971-0.976262j
  local density of states there: host 0.356945, perturbed 0.310754 1/(Ry bohr)
 n=0 x=0.3 m=1 y=-0.6: 0.263843+0.054829j | 0.261948+0.138352j | 0.261948+0.138352j
 n=1 x=0.7 m=3 y=1.2: 0.510306-0.165238j | 0.426040+0.063970j | 0.426040+0.063970j
 n=-3 x=0.5 m=4 y=-0.2: -0.051173-0.063182j | -0.015602-0.077244j | -0.015602-0.077244j
 n=-2 x=1.4 m=-2 y=0.3: 0.336247-0.349110j | 0.203200-0.361235j | 0.203200-0.361235j
largest deviation from direct solution 1.4e-15 1/(Ry bohr)
relative error of site-0 block if site 1 is left out: 0.2875
norm of G - G0 at unperturbed site -3: 0.31442 1/(Ry bohr)
norm of G - G0 at unperturbed site -1: 0.60591 1/(Ry bohr)
norm of G - G0 at unperturbed site 2: 0.48921 1/(Ry bohr)
norm of G - G0 at unperturbed site 4: 0.25386 1/(Ry bohr)
bottom of host band -0.580847 Ry
level of isolated well of site 0 -1.047284 Ry
impurity level from determinant -1.051940 Ry = -14.3124 eV
impurity level from supercell diagonalization -1.051939 Ry
3D two-centre expansion, lmax 2: relative error 3.8e-02
3D two-centre expansion, lmax 4: relative error 1.4e-03
3D two-centre expansion, lmax 6: relative error 6.2e-05
3D cube: 8 wells, edge 4.0 bohr, radius 1.5 bohr, lmax 2
3D depths: host 1.0, vacancy 0.0, deeper well 2.0 Ry
3D ss element at vacancy, host: -0.1134053+0.0150242j 1/(Ry bohr^3)
3D same, full 72 x 72: -0.1177131+0.0296385j 1/(Ry bohr^3)
3D same, cluster 18 x 18: -0.1177131+0.0296385j 1/(Ry bohr^3)
```
